# Local vertex corrections to the bandwidth of sodium-density jellium

## Problem

Sodium's valence band is nearly free-electron-like, so a uniform electron gas with $r_s=4$ bohr, a round value near its valence density, is a fair model for asking how many-body corrections change the occupied bandwidth. The gas is unpolarized and Hartree atomic units are used. Let $v=4\pi/q^2$, let $\chi_0$ be the free density response of both spins, and let $f<0$ be the static local-density exchange-correlation kernel, taken independent of $q$.

(a) Starting Hedin's equations from a local potential $v_{xc}[n]$, derive the vertex $\Gamma=1/(1-f\chi_0)$ and the effective interaction when $\Gamma$ enters $W$ only, and when it enters both $W$ and $\Sigma$.

(b) Find how each interaction responds to $f$ at first order, and its static long-wavelength limit.

(c) Reduce the self-energies at the band bottom and at the Fermi surface to integrals that can be computed.

(d) Compare the bandwidths with the RPA one, explain the difference, and state how far the conclusion holds.

## Solution

### (a) The vertex and the two interactions

Let $V$ be the external plus Hartree potential. Hedin's vertex is

$$\Gamma(1,2;3)=-\frac{\delta G^{-1}(1,2)}{\delta V(3)}=\delta(1,2)\delta(1,3)+\frac{\delta\Sigma(1,2)}{\delta V(3)} .$$

Take $\Sigma(1,2)=v_{xc}(n(1))\,\delta(1,2)$ as the starting self-energy. Its variation is local, $\delta v_{xc}=f\,\delta n$. With $P=\delta n/\delta V$, the vertex in Fourier space is $\Gamma=1+fP$. The electrons respond as free particles to $V+v_{xc}$, so $P=\chi_0(1+fP)$. Solving,

$$P=\frac{\chi_0}{1-f\chi_0},\qquad \Gamma=1+fP=\frac{1}{1-f\chi_0},\qquad P=\chi_0\Gamma .$$

The screened interaction between two test charges is $W=v/(1-vP)$. Multiplying numerator and denominator by $1-f\chi_0$ gives

$$W=\frac{v(1-f\chi_0)}{1-(v+f)\chi_0}=v+\frac{v^2\chi_0}{1-(v+f)\chi_0}.$$

The next self-energy is $\Sigma=iGW\Gamma$. Since $\Gamma$ depends only on the transferred momentum and frequency, it multiplies $W$:

$$W\Gamma=\frac{v}{1-(v+f)\chi_0}.$$

This is the potential felt by an electron, which responds to the induced exchange-correlation potential as well as to the Hartree one. "Vertex in $W$ only" means $\Sigma=iG_0W$; "vertex in both" means $\Sigma=iG_0W\Gamma$. Setting $f=0$ gives RPA-GW with $W_0=v/\epsilon$, $\epsilon=1-v\chi_0$.

### (b) First order in $f$, and the long-wavelength limit

Differentiate at $f=0$ and use $v\chi_0=1-\epsilon$:

$$\frac{dW}{df}=\frac{v^2\chi_0^2}{\epsilon^2}=\left(1-\frac1\epsilon\right)^2,\qquad
\frac{d(W\Gamma)}{df}=\frac{v\chi_0}{\epsilon^2}=-\frac1\epsilon\left(1-\frac1\epsilon\right).$$

In the static case $\epsilon>1$, so the signs are opposite. Because $f<0$, the vertex in $W$ strengthens the screening, while the vertex in both weakens it. Where $\epsilon$ is large, the first derivative is near 1 and the second is near $-1/\epsilon$.

The static limit $q\to0$ can be taken without expanding in $f$. There $\chi_0\to-N_0$ with $N_0=k_F/\pi^2$, and $v$ dominates the denominator:

$$W_0\to\frac1{N_0},\qquad W\to\frac{1+fN_0}{N_0}=\frac1{N_0}+f,\qquad W\Gamma\to\frac1{N_0}.$$

The vertex in both leaves this limit at its RPA value. The vertex in $W$ alone multiplies it by $1+fN_0$. A positive value of this factor is sufficient, though not necessary, for the contour rotation used in (c).

### (c) Self-energies and bandwidth

**Width.** Measure energies from the free Fermi level, $\xi_k=(k^2-k_F^2)/2$, and let $\epsilon_F=k_F^2/2$. Replacing the constant $v_{xc}$ by $\Sigma$ to first order, and referring the result to the new Fermi level, gives

$$E_k=\xi_k+\mathrm{Re}\,\Sigma(k,\xi_k)-\mathrm{Re}\,\Sigma(k_F,0).$$

The constant $v_{xc}$ cancels. The on-shell width $B=-E_0$ is therefore

$$B=\epsilon_F+\mathrm{Re}\,\Sigma(k_F,0)-\mathrm{Re}\,\Sigma(0,-\epsilon_F).$$

**Exchange.** The bare $v$ gives minus the integral of $v$ over occupied states. At $k=0$,

$$\Sigma_x(0)=-\frac1{2\pi^2}\int_0^{k_F}q^2\,\frac{4\pi}{q^2}\,dq=-\frac{2k_F}{\pi}.$$

At $k=k_F$, a transfer $q$ at angle cosine $x$ reaches an occupied state if $q^2+2k_Fqx<0$. This holds for a fraction $\tfrac12(1-q/2k_F)$ of directions when $q<2k_F$, so

$$\Sigma_x(k_F)=-\frac1\pi\int_0^{2k_F}\left(1-\frac{q}{2k_F}\right)dq=-\frac{k_F}{\pi}.$$

Exchange alone widens the band by $k_F/\pi$.

**Correlation.** Let $W_c$ be the chosen interaction minus $v$, and $u=\xi_{\mathbf k+\mathbf q}-\omega$. Then

$$\Sigma_c(k,\omega)=i\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\frac{d\omega'}{2\pi}\,\frac{W_c(q,\omega')}{\omega'-u\mp i0},$$

with the upper sign for an occupied intermediate state. To turn the $\omega'$ contour onto the imaginary axis, $W_c$ must have no poles in the first and third quadrants. Write

$$\chi_0(q,z)=-\int_0^\infty d\omega'\,\frac{2\omega' S(\omega')}{\omega'^2-z^2},\qquad S\ge0 .$$

If $z^2$ is not real, $\chi_0$ has a nonzero imaginary part, so $1-(v+f)\chi_0$ cannot vanish. On the imaginary axis $-N_0\le\chi_0\le0$ and $v+f>f$, so the denominator is at least $1+fN_0$ where $v+f<0$, and at least 1 elsewhere. With $1+fN_0>0$ the rotation is allowed for all three interactions.

The rotation crosses the pole of $G_0$ in two cases. An occupied state with $u>0$ lies in the first quadrant, encircled counterclockwise, and contributes $i(2\pi i)/(2\pi)\,W_c=-W_c(q,u)$. An empty state with $u<0$ lies in the third, encircled clockwise, and contributes $+W_c(q,|u|)$. On the imaginary axis, $\omega'=i\nu$ and

$$i\int\frac{i\,d\nu}{2\pi}\frac{W_c(q,i\nu)}{i\nu-u}=\int_0^\infty\frac{d\nu}{\pi}\,W_c(q,i\nu)\frac{u}{u^2+\nu^2},$$

because $W_c(q,i\nu)$ is even and the odd part integrates to zero. Together,

$$\mathrm{Re}\,\Sigma_c=\int\!\frac{d^3q}{(2\pi)^3}\left\{\int_0^\infty\!\frac{d\nu}{\pi}\frac{u\,W_c(q,i\nu)}{u^2+\nu^2}+\mathrm{Re}\,W_c(q,|u|)\,[\theta(-u)-\theta(-\xi_{\mathbf k+\mathbf q})]\right\}.$$

*Fermi surface.* Here $\omega=0$, so $u=\xi_{\mathbf k+\mathbf q}$ and the bracket vanishes. With $u=q^2/2+k_Fqx$ and $du=k_Fq\,dx$, the angular average is

$$\frac12\int_{-1}^1\frac{u\,dx}{u^2+\nu^2}=\frac1{4k_Fq}\ln\frac{u_+^2+\nu^2}{u_-^2+\nu^2},\qquad u_\pm=\frac{q^2}{2}\pm k_Fq .$$

*Band bottom.* Here $\omega=-\epsilon_F$ and $u=q^2/2>0$. The residue is $-\mathrm{Re}\,W_c(q,q^2/2)$ for $q<k_F$. This frequency lies inside the particle-hole continuum, whose upper edge is $q^2/2+k_Fq$, so no plasmon pole is met.

**The response function.** Shifting $\mathbf k$ in the second term of the usual sum gives

$$\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,n_k\left[\frac1{\omega-q^2/2-\mathbf k\cdot\mathbf q}-\frac1{\omega+q^2/2-\mathbf k\cdot\mathbf q}\right].$$

Slice the Fermi sphere perpendicular to $\mathbf q$ at $k_\parallel=k_Ft$; each slice has area $\pi k_F^2(1-t^2)$. Since $1-t^2=(1-z^2)+(z-t)(z+t)$,

$$\int_{-1}^1\frac{1-t^2}{z-t}\,dt=(1-z^2)\ln\frac{z+1}{z-1}+2z\equiv4\Psi(z).$$

With $z=\omega/(qk_F)$ and $s=q/(2k_F)$, collecting the prefactors gives

$$\chi_0(q,\omega)=\frac{k_F^2}{\pi^2q}\,[\Psi(z-s)-\Psi(z+s)].$$

Only the $q$ and $\nu$ integrals remain to be done numerically.

**A check on the Fermi-surface term.** Integrating the interaction energy over coupling strength gives the RPA correlation energy per volume,

$$e_c=\frac12\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\frac{d\nu}{\pi}\,[\ln(1-v\chi_0)+v\chi_0].$$

The derivative of the bracket with respect to $\chi_0$ is $v-v/\epsilon=-W_c$. Adding density $\delta n$ at $k_F$ changes $\chi_0$ by $-2\,\delta n\,u/(u^2+\nu^2)$, averaged over angle. Hence $de_c/dn=\Sigma_c(k_F,0)$ in RPA. Computed separately, both sides are $-0.053470$ Ha.

### (d) Numbers and their meaning

For $r_s=4$, $k_F=0.47979$ bohr$^{-1}$ and $\epsilon_F=0.11510$ Ha (3.13 eV). The Perdew–Wang kernel is $f=-15.31$ Ha bohr$^3$, giving $1+fN_0=0.256$, so the sufficient condition for the rotation in (c) is met. Exchange widens the band by $0.15272$ Ha, more than the free width itself; in the three schemes below, correlation removes this whole widening and a further 8 to 18% of it.

| Scheme | $\Sigma_c(0)$ (Ha) | $\Sigma_c(k_F)$ (Ha) | $B$ (Ha) |
|---|---|---|---|
| RPA | 0.11271 | −0.05347 | 0.10164 |
| $W$ only | 0.11857 | −0.06201 | 0.08725 |
| both | 0.16528 | −0.00032 | 0.10222 |

For RPA the sum is

$$B=0.11510+0.15272-0.05347-0.11271=0.10164\ \text{Ha}.$$

The three widths are 2.77, 2.37 and 2.78 eV. The vertex in $W$ narrows the band by 0.392 eV relative to RPA. Adding the vertex in $\Sigma$ widens it by 0.407 eV. The net change is $+0.016$ eV, about 4% of the $W$-only change in magnitude and opposite in sign. This is the near cancellation. It is no identity: the two interactions differ from $W_0$ in different ways at finite $q$.

**Why the width reacts so differently.** A static estimate shows part of the reason. If $W_c$ does not depend on frequency, the $\nu$ integral equals $\tfrac12\,\mathrm{sgn}\,u$, and the braces in $\Sigma_c$ reduce to $W_c[\tfrac12-\theta(-\xi_{\mathbf k+\mathbf q})]$. The first part is independent of $k$ and drops out of the width. Let $c(q)$ be either derivative from (b), and let $\langle c\rangle_0$ and $\langle c\rangle_F$ be its averages over the Fermi sphere with $q$ measured from the centre and from a surface point. The occupied density per spin is $n/2$, so

$$\delta B\simeq-\frac n2 f\,[\langle c\rangle_F-\langle c\rangle_0].$$

With $y=q/k_F$, the distance weights are $3y^2$ on $0<y<1$ from the centre and $\tfrac32y^2(1-y/2)$ on $0<y<2$ from the surface. The static derivatives are:

| $q/k_F$ | $\epsilon$ | $dW/df$ | $d(W\Gamma)/df$ |
|---|---|---|---|
| 0.5 | 11.39 | 0.832 | −0.080 |
| 1.0 | 3.42 | 0.501 | −0.207 |
| 1.5 | 1.92 | 0.231 | −0.250 |
| 2.0 | 1.33 | 0.062 | −0.187 |

Simpson's rule with spacing 0.5 gives, for $W$ only,

$$\langle c\rangle_0\simeq\tfrac12(0.832+0.501)=0.67,$$

$$\langle c\rangle_F\simeq\tfrac16\,[1.125(0.832)+1.5(0.501)+3.375(0.231)]=0.41 .$$

For both vertices the same sums give $-0.14$ and $-0.21$. With $n=0.00373$ bohr$^{-3}$, $-nf/2=0.0286$ Ha, and the width changes are about $-0.007$ and $-0.002$ Ha, or $-0.2$ and $-0.05$ eV.

The $W$-only correction is strong at small $q$ and fades by $2k_F$. A state at the band bottom has its occupied neighbours closer in momentum than a state at the surface, so the occupied-state term raises it more, and the band narrows. The correction with both vertices is weak at small $q$ and varies less over the sphere, so it shifts the two states more nearly alike.

The full first-order calculation, with frequency dependence, gives $-0.346$ and $+0.009$ eV. The static picture thus accounts for the sign of the narrowing and for a suppression by roughly four. The rest of the cancellation, and the sign of the small remainder, come from dynamics. Terms beyond first order in $f$ bring the results to $-0.392$ and $+0.016$ eV.

**On-shell or Dyson energy.** One may instead solve

$$E=-\epsilon_F+\mathrm{Re}\,\Sigma(0,E)-\mathrm{Re}\,\Sigma(k_F,0)$$

for the band bottom. This equation also has roots at much lower energy; the one nearest the free band bottom $-\epsilon_F$ is used here. The widths become 2.92 eV in RPA, 2.72 eV with the vertex in $W$ only, and 2.93 eV with both. The changes from RPA are $-0.203$ and $+0.005$ eV. The size of the narrowing depends on this choice, by a factor of about two; the near cancellation does not.

**The absolute level does not cancel.** The total $\Sigma(k_F,0)$ is $-0.206$ Ha in RPA, $-0.215$ Ha with the vertex in $W$ only and $-0.153$ Ha with both. The LDA potential for the same density is $v_{xc}=-0.190$ Ha. With the constant kernel, two vertices therefore raise the level by 0.053 Ha (1.4 eV) from RPA and leave it farther from the LDA value than RPA was. About 0.040 Ha of this shift comes from transfers $q>2k_F$.

The $q$-independent kernel is suspect here. At large $q$,

$$W\Gamma-v\simeq v(v+f)\chi_0 ,$$

and $v+f$ turns negative beyond $q=\sqrt{4\pi/|f|}\simeq1.9\,k_F$. The static interaction then exceeds the bare one: $W\Gamma/v=1.04$ at $2k_F$. For $q\gg k_F$, $u\simeq q^2/2$ at both $k=0$ and $k=k_F$, so to leading order in $k_F/q$ the far tail shifts both levels equally and drops out of the width. This argument does not cover transfers near $2k_F$. Resolved by transfer, the on-shell width change with both vertices is $+0.089$ eV from $q<k_F$, $-0.112$ eV from $k_F<q<2k_F$, $+0.035$ eV from $2k_F<q<4k_F$ and $+0.004$ eV beyond, so the small net value is itself a cancellation among ranges of $q$.

Softening the kernel to $f/(1+q^2/4k_F^2)$ tests how much the width depends on the kernel at these larger transfers. The on-shell changes become $-0.346$ eV for $W$ only and $+0.011$ eV for both, so the cancellation does not rest on the constant short-range form of $f$. The absolute level does depend on it: with the softened kernel the total $\Sigma(k_F,0)$ with both vertices is $-0.190$ Ha instead of $-0.153$ Ha.

**Other densities.** With the constant kernel, the on-shell changes from RPA are:

| $r_s$ (bohr) | $W$ only (eV) | both (eV) |
|---|---|---|
| 2 | −0.538 | +0.155 |
| 3 | −0.460 | +0.055 |
| 4 | −0.392 | +0.016 |
| 5 | −0.337 | −0.001 |

At $r_s=2$ the remainder is still 29% of the $W$-only change, so the near cancellation weakens toward high density and does not hold for every electron gas. The remainder changes sign between $r_s=4$ and 5, and its very small value at 5 reflects that crossing rather than a general law.

**What follows for sodium.** Within this model, the extra narrowing from a local vertex in $W$ is largely a result of leaving the same vertex out of $\Sigma$. The omitted term is of the same order in $f$ as the retained one, so a narrower band obtained this way is not by itself evidence of a better self-energy. The calculation leaves out the lattice, self-consistency in $G$, nonlocal and frequency-dependent vertices, spin fluctuations and the final-state effects of photoemission. Any of these could change the width of the real metal, and the cancellation found here does not constrain them. The absolute widths also depend on the rounded density: at $r_s=3.93$, closer to sodium, the on-shell RPA width is 2.88 eV rather than 2.77 eV, while the vertex changes are nearly the same, $-0.396$ and $+0.018$ eV. The numerical output below gives the remaining digits and checks.

## Computed results

```
r_s = 4.0 bohr; k_F = 0.47979 1/bohr; density = 0.003730 bohr^-3
free width e_F = 0.11510 Ha = 3.132 eV
LDA kernel f = -15.3103 Ha bohr^3; finite difference = -15.3103
static long-wave 1 - f chi0 = 0.2557 (dimensionless)
exchange: Sigma_x(0) = -0.30544, Sigma_x(k_F) = -0.15272 Ha
exchange widening k_F/pi = 0.15272 Ha
static ratios: q/k_F, eps_RPA, W_RPA/v, W/v, W Gamma/v, dW/df, d(W Gamma)/df
  0.5 11.3910 0.0878 0.0255 0.0938 0.8321 -0.0801
  1.0 3.4202 0.2924 0.1172 0.3648 0.5007 -0.2069
  1.5 1.9244 0.5196 0.3107 0.7457 0.2307 -0.2496
  2.0 1.3317 0.7509 0.6543 1.0421 0.0620 -0.1870
RPA Sigma_c(k_F,0) = -0.053470 Ha; from energy derivative = -0.053470 Ha
largest contour-spectral difference = 3.1e-09 Ha bohr^3
largest width change on finer grid = 1.3e-09 Ha
RPA: Sigma_c(0) = 0.11271, Sigma_c(k_F) = -0.05347 Ha
  total Sigma(k_F,0) = -0.20619 Ha
  on-shell width = 0.10164 Ha = 2.766 eV
  Dyson width = 0.10737 Ha = 2.922 eV
vertex in W only: Sigma_c(0) = 0.11857, Sigma_c(k_F) = -0.06201 Ha
  total Sigma(k_F,0) = -0.21473 Ha
  on-shell width = 0.08725 Ha = 2.374 eV
  Dyson width = 0.09990 Ha = 2.718 eV
vertex in W and Sigma: Sigma_c(0) = 0.16528, Sigma_c(k_F) = -0.00032 Ha
  total Sigma(k_F,0) = -0.15304 Ha
  on-shell width = 0.10222 Ha = 2.782 eV
  Dyson width = 0.10754 Ha = 2.926 eV
LDA v_xc for comparison = -0.19023 Ha
on-shell change, W only = -0.3916 eV
on-shell change, adding Sigma vertex = 0.4074 eV
on-shell net change, both = 0.0157 eV
net change / W-only change = -0.0401
first-order changes: W only -0.3459, both 0.0086 eV
Dyson changes: W only -0.2032, both 0.0046 eV
softened kernel, on-shell changes: W only -0.3462, both 0.0106 eV
other densities: r_s (bohr), free, RPA width, W-only change, both change (eV)
  2.0 12.528 12.344 -0.5378 0.1550
  3.0 5.568 5.191 -0.4601 0.0551
  5.0 2.004 1.680 -0.3366 -0.0007
```
